# Does the SCF dipole moment need a Pulay correction?: a program that tests the result

```python
"""
Result under test: for a stationary SCF energy E(F) in a basis that does not
depend on a uniform field F, -dE/dF equals the dipole expectation value in any
finite basis. For a moving atom the functions move too, and a Pulay term enters.

Symbols (Hartree atomic units): H(F) = H(0) - F*mu, field along z;
D = density matrix, W = energy-weighted density matrix, S = overlap matrix;
centres = z positions of the basis functions, nuclei = z positions of the nuclei.
Keeping centres and nuclei separate lets either be moved alone.
Example: F2 in an axial field.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, dft, mp, ao2mo

CHARGE = 9.0
HALF_BOND = 1.35
FIELD = 0.01
FIELD_STEP = 0.002
SHIFT_STEP = 0.0005
POSITIONS = np.array([-HALF_BOND, HALF_BOND])
MOVE_ONE = np.array([0.0, 1.0])
MOVE_BOTH = np.array([1.0, 1.0])


def slope(function, step):
    """Fourth-order central first derivative at zero."""
    near = function(step) - function(-step)
    far = function(2 * step) - function(-2 * step)
    return (8 * near - far) / (12 * step)


def make_molecule(basis, centres):
    atoms = [["F", (0.0, 0.0, float(z))] for z in centres]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)


def z_matrix(mol):
    with mol.with_common_orig((0.0, 0.0, 0.0)):
        return mol.intor("int1e_r")[2]


def core_matrix(mol, nuclei, field):
    core = mol.intor("int1e_kin") + field * z_matrix(mol)
    for z in nuclei:
        with mol.with_rinv_origin((0.0, 0.0, float(z))):
            core = core - CHARGE * mol.intor("int1e_rinv")
    return core


def nuclear_energy(nuclei, field):
    repulsion = CHARGE**2 / abs(nuclei[1] - nuclei[0])
    return repulsion - field * CHARGE * np.sum(nuclei)


def solve(basis, centres, nuclei, field, guess=None, functional=None):
    mol = make_molecule(basis, centres)
    core = core_matrix(mol, nuclei, field)
    if functional is None:
        mf = scf.RHF(mol)
    else:
        mf = dft.RKS(mol)
        mf.xc = functional
        mf.grids.level = 0
        mf.small_rho_cutoff = 0  # the grid must not depend on the density
    mf.get_hcore = lambda *args: core
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    density = np.asarray(mf.make_rdm1())
    energy = mf.energy_elec()[0] + nuclear_energy(nuclei, field)
    return SimpleNamespace(mol=mol, mf=mf, D=density, energy=float(energy))


def dipole(state, density=None):
    density = state.D if density is None else density
    return CHARGE * POSITIONS.sum() - np.sum(density * z_matrix(state.mol))


def field_slope(basis, state, functional=None):
    return slope(lambda df: solve(basis, POSITIONS, POSITIONS, FIELD + df,
                                  state.D, functional).energy, FIELD_STEP)


def nuclear_expectation(state):
    """Expectation value of dH/dR for the nucleus at positive z."""
    with state.mol.with_rinv_origin((0.0, 0.0, HALF_BOND)):
        half = state.mol.intor("int1e_iprinv", comp=3)[2]
    electrons = -CHARGE * np.sum(state.D * (half + half.T))
    repulsion = -CHARGE**2 / (2 * HALF_BOND)**2
    return electrons + repulsion - FIELD * CHARGE


def function_term(basis, state, direction):
    """Pulay term from integral derivatives, with D and W held fixed."""
    occupied = state.mf.mo_occ > 0
    orbitals = state.mf.mo_coeff[:, occupied]
    weighted = 2 * (orbitals * state.mf.mo_energy[occupied]) @ orbitals.T

    def fixed_density_value(shift):
        mol = make_molecule(basis, POSITIONS + shift * direction)
        core = core_matrix(mol, POSITIONS, FIELD)
        eri = mol.intor("int2e", aosym="s8")
        coulomb, exchange = scf.hf.dot_eri_dm(eri, state.D, hermi=1)
        value = np.sum(state.D * (core + 0.5 * coulomb - 0.25 * exchange))
        return value - np.sum(weighted * mol.intor("int1e_ovlp"))

    return slope(fixed_density_value, SHIFT_STEP)


def mp2_correlation(eri, occ, vir, fock_occ, fock_vir):
    """MP2 energy after diagonalizing each block of the Fock matrix."""
    e_occ, u_occ = eigh(fock_occ)
    e_vir, u_vir = eigh(fock_vir)
    occ, vir = occ @ u_occ, vir @ u_vir
    no, nv = len(e_occ), len(e_vir)
    ints = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    ints = ints.reshape(no, nv, no, nv)
    gaps = (e_occ[:, None, None, None] - e_vir[None, :, None, None]
            + e_occ[None, None, :, None] - e_vir[None, None, None, :])
    return np.sum(ints * (2 * ints - ints.transpose(0, 3, 2, 1)) / gaps)


def mp2_of_state(state, extra_field=0.0):
    """Correlation energy; extra_field acts with the orbitals frozen."""
    occupied = state.mf.mo_occ > 0
    occ = state.mf.mo_coeff[:, occupied]
    vir = state.mf.mo_coeff[:, ~occupied]
    z = z_matrix(state.mol)
    fock_occ = np.diag(state.mf.mo_energy[occupied])
    fock_vir = np.diag(state.mf.mo_energy[~occupied])
    fock_occ = fock_occ + extra_field * occ.T @ z @ occ
    fock_vir = fock_vir + extra_field * vir.T @ z @ vir
    eri = state.mol.intor("int2e", aosym="s8")
    return mp2_correlation(eri, occ, vir, fock_occ, fock_vir)


print(f"F2 bond length: {2 * HALF_BOND:.2f} bohr")
print(f"axial field: {FIELD:.3f} a.u.")
print(f"field step: {FIELD_STEP:.4f} a.u.")
print(f"position step: {SHIFT_STEP:.4f} bohr")

states, dipoles = {}, {}
for basis in ("sto-3g", "6-31g", "aug-cc-pvdz"):
    state = solve(basis, POSITIONS, POSITIONS, FIELD)
    expected = dipole(state)
    from_energy = -field_slope(basis, state)
    assert abs(expected - from_energy) < 5e-7

    def moved_atom(shift):
        places = POSITIONS + shift * MOVE_ONE
        return solve(basis, places, places, FIELD, state.D).energy

    total = slope(moved_atom, SHIFT_STEP)
    operator_part = nuclear_expectation(state)
    pulay_part = function_term(basis, state, MOVE_ONE)
    assert abs(total - operator_part - pulay_part) < 3e-6
    assert abs(pulay_part) > 1e-3
    states[basis], dipoles[basis] = state, expected
    print(f"{basis}: basis functions: {state.mol.nao_nr()}")
    print(f"{basis}: RHF energy: {state.energy:.6f} hartree")
    print(f"{basis}: dipole expectation: {expected:.7f} e bohr")
    print(f"{basis}: -dE/dF: {from_energy:.7f} e bohr")
    print(f"{basis}: dE/dR, atom moved: {total:.5f} hartree/bohr")
    print(f"{basis}: Hellmann-Feynman part: {operator_part:.5f} hartree/bohr")
    print(f"{basis}: Pulay part: {pulay_part:.5f} hartree/bohr")

assert abs(dipoles["aug-cc-pvdz"] - dipoles["sto-3g"]) > 0.01
debye = 1e-21 / constants.c
atomic_dipole = constants.e * constants.physical_constants["Bohr radius"][0]
converted = dipoles["aug-cc-pvdz"] * atomic_dipole / debye
print(f"aug-cc-pvdz: dipole expectation: {converted:.4f} debye")

# The remaining tests use one small basis.
basis = "6-31g"
state = states[basis]
nucleus_only = slope(lambda shift: solve(
    basis, POSITIONS, POSITIONS + shift * MOVE_ONE, FIELD, state.D).energy,
    SHIFT_STEP)
assert abs(nucleus_only - nuclear_expectation(state)) < 3e-6
print(f"6-31g: dE/dR, nucleus only: {nucleus_only:.5f} hartree/bohr")

# Basis functions that drift with the field bring back a Pulay term.
DRIFT = 1.0
drifting = slope(lambda df: solve(
    basis, POSITIONS - DRIFT * df * MOVE_BOTH, POSITIONS, FIELD + df,
    state.D).energy, SHIFT_STEP)
drift_pulay = -DRIFT * function_term(basis, state, MOVE_BOTH)
assert abs(drifting + dipole(state) - drift_pulay) < 3e-6
assert abs(drift_pulay) > 1e-3
print(f"drift of centres: {DRIFT:.1f} bohr per a.u. of field")
print(f"6-31g drifting: -dE/dF: {-drifting:.5f} e bohr")
print(f"6-31g drifting: Pulay term in dE/dF: {drift_pulay:.5f} e bohr")

# Kohn-Sham energy on a coarse grid that does not depend on the field.
ks_state = solve(basis, POSITIONS, POSITIONS, FIELD, functional="pbe,pbe")
ks_from_energy = -field_slope(basis, ks_state, "pbe,pbe")
assert abs(dipole(ks_state) - ks_from_energy) < 2e-6
print(f"6-31g PBE: dipole expectation: {dipole(ks_state):.6f} e bohr")
print(f"6-31g PBE: -dE/dF: {ks_from_energy:.6f} e bohr")

# MP2 is not stationary in the orbitals.
mp2 = mp.MP2(state.mf)
mp2.kernel()
assert abs(mp2.e_corr - mp2_of_state(state)) < 1e-8
orbitals = state.mf.mo_coeff
unrelaxed = dipole(state, orbitals @ mp2.make_rdm1() @ orbitals.T)


def relaxed_mp2_energy(df):
    new = solve(basis, POSITIONS, POSITIONS, FIELD + df, state.D)
    return new.energy + mp2_of_state(new)


mp2_derivative = -slope(relaxed_mp2_energy, FIELD_STEP)
frozen_derivative = dipole(state) - slope(
    lambda df: mp2_of_state(state, df), FIELD_STEP)
assert abs(frozen_derivative - unrelaxed) < 2e-6
assert abs(mp2_derivative - unrelaxed) > 1e-4
print(f"6-31g MP2: unrelaxed expectation: {unrelaxed:.5f} e bohr")
print(f"6-31g MP2: -dE/dF, orbitals frozen: {frozen_derivative:.5f} e bohr")
print(f"6-31g MP2: -dE/dF, orbitals relaxed: {mp2_derivative:.5f} e bohr")
print(f"6-31g MP2: orbital response: {mp2_derivative - unrelaxed:.5f} e bohr")

print("tests ok")
```

Running it gives:

```
F2 bond length: 2.70 bohr
axial field: 0.010 a.u.
field step: 0.0020 a.u.
position step: 0.0005 bohr
sto-3g: basis functions: 10
sto-3g: RHF energy: -195.963092 hartree
sto-3g: dipole expectation: 0.0701188 e bohr
sto-3g: -dE/dF: 0.0701188 e bohr
sto-3g: dE/dR, atom moved: 0.15550 hartree/bohr
sto-3g: Hellmann-Feynman part: -2.00381 hartree/bohr
sto-3g: Pulay part: 2.15931 hartree/bohr
6-31g: basis functions: 18
6-31g: RHF energy: -198.646531 hartree
6-31g: dipole expectation: 0.1297622 e bohr
6-31g: -dE/dF: 0.1297622 e bohr
6-31g: dE/dR, atom moved: 0.01309 hartree/bohr
6-31g: Hellmann-Feynman part: -1.54443 hartree/bohr
6-31g: Pulay part: 1.55752 hartree/bohr
aug-cc-pvdz: basis functions: 46
aug-cc-pvdz: RHF energy: -198.697460 hartree
aug-cc-pvdz: dipole expectation: 0.1464535 e bohr
aug-cc-pvdz: -dE/dF: 0.1464535 e bohr
aug-cc-pvdz: dE/dR, atom moved: 0.06891 hartree/bohr
aug-cc-pvdz: Hellmann-Feynman part: -0.70788 hartree/bohr
aug-cc-pvdz: Pulay part: 0.77679 hartree/bohr
aug-cc-pvdz: dipole expectation: 0.3722 debye
6-31g: dE/dR, nucleus only: -1.54443 hartree/bohr
drift of centres: 1.0 bohr per a.u. of field
6-31g drifting: -dE/dF: 0.17815 e bohr
6-31g drifting: Pulay term in dE/dF: -0.04839 e bohr
6-31g PBE: dipole expectation: 0.094077 e bohr
6-31g PBE: -dE/dF: 0.094077 e bohr
6-31g MP2: unrelaxed expectation: 0.12384 e bohr
6-31g MP2: -dE/dF, orbitals frozen: 0.12384 e bohr
6-31g MP2: -dE/dF, orbitals relaxed: 0.08487 e bohr
6-31g MP2: orbital response: -0.03897 e bohr
tests ok
```
